# Causal commutators of E and B, and the Coulomb-gauge potential

## 1. A case without polarization: the contracted commutator

Take the free Maxwell field in unbounded space, with \(\hbar=c=1\), Heaviside-Lorentz units and Coulomb gauge: \(\nabla\cdot\mathbf A=0\), \(A_0=0\), \(\mathbf E=-\partial_t\mathbf A\), \(\mathbf B=\nabla\times\mathbf A\). The simplest commutator of two potentials at different times is the sum \(\sum_i[A_i,A_i]\), because the polarization vectors drop out of it.

The mode expansion, with real polarization vectors, is

\[
A_i(t_1,\mathbf r_1)=\int\!\frac{d^3k}{(2\pi)^3 2k}\sum_{\lambda=1}^{2}\epsilon_i^{\lambda}(\mathbf k)\left[a_\lambda(\mathbf k)\,e^{-ikt_1+i\mathbf k\cdot\mathbf r_1}+a_\lambda^\dagger(\mathbf k)\,e^{ikt_1-i\mathbf k\cdot\mathbf r_1}\right],
\]

\[
[a_\lambda(\mathbf k),a^\dagger_{\lambda'}(\mathbf k')]=(2\pi)^3\,2k\,\delta_{\lambda\lambda'}\,\delta^3(\mathbf k-\mathbf k').
\]

In every commutator below, the first operator sits at \((t_1,\mathbf r_1)\) and the second at \((t_2,\mathbf r_2)\). Write \(t=t_1-t_2\), \(\mathbf r=\mathbf r_1-\mathbf r_2\), \(r=|\mathbf r|\), \(\mathbf n=\mathbf r/r\). The pair \([a,a^\dagger]\) contributes with a plus sign and \([a^\dagger,a]\) with a minus sign:

\[
[A_i,A_j]=\int\!\frac{d^3k}{(2\pi)^3 2k}\,P_{ij}\left(e^{-ikt+i\mathbf k\cdot\mathbf r}-e^{ikt-i\mathbf k\cdot\mathbf r}\right),\qquad P_{ij}=\sum_\lambda\epsilon^\lambda_i\epsilon^\lambda_j=\delta_{ij}-\frac{k_ik_j}{k^2}.
\]

The last equality holds because the two polarization vectors and \(\mathbf k/k\) form an orthonormal basis. Since \(P_{ij}\) is even in \(\mathbf k\), we may replace \(\mathbf k\) by \(-\mathbf k\) in the second exponential. Then \(e^{-ikt}-e^{ikt}=-2i\sin kt\) gives

\[
[A_i,A_j]=iD_{ij},\qquad D_{ij}=-\int\!\frac{d^3k}{(2\pi)^3}\,P_{ij}\,\frac{\sin kt}{k}\,e^{i\mathbf k\cdot\mathbf r}.
\]

The trace of \(P_{ij}\) is 2, so \(\sum_i[A_i,A_i]=2iD\), where \(D\) is the massless Pauli-Jordan function

\[
D(t,\mathbf r)=-\int\!\frac{d^3k}{(2\pi)^3}\,\frac{\sin kt}{k}\,e^{i\mathbf k\cdot\mathbf r}.
\]

The angular integral of \(e^{i\mathbf k\cdot\mathbf r}\) is \(4\pi\sin(kr)/(kr)\). With \(2\sin kt\sin kr=\cos k(t-r)-\cos k(t+r)\) and \(\int_0^\infty\cos(ku)\,dk=\pi\delta(u)\),

\[
D=-\frac{1}{2\pi^2r}\int_0^\infty\!\sin kt\,\sin kr\,dk=-\frac{1}{4\pi r}\left[\delta(t-r)-\delta(t+r)\right].
\]

The contracted commutator therefore lives on the light cone \(|t|=r\). This is a statement about distributions: integrated against a test function that vanishes near the cone, \(D\) gives zero.

Three properties follow from the integral for \(D\). Both \(\partial_t^2\) and \(\nabla^2\) multiply the integrand by \(-k^2\), so

\[
\partial_t^2D=\nabla^2D,\qquad D\big|_{t=0}=0,\qquad \partial_tD\big|_{t=0}=-\delta^3(\mathbf r).
\]

## 2. Single components of A

For a single component the term \(k_ik_j/k^2\) matters. Because \(k_ik_je^{i\mathbf k\cdot\mathbf r}=-\partial_i\partial_je^{i\mathbf k\cdot\mathbf r}\),

\[
D_{ij}=\delta_{ij}D-\partial_i\partial_jG,\qquad G=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{\sin kt}{k^3}\,e^{i\mathbf k\cdot\mathbf r}.
\]

Applying \(\nabla^2\) or \(\partial_t^2\) to \(G\) again brings down \(-k^2\), so

\[
\nabla^2G=\partial_t^2G=D .
\]

To find \(G\) for \(t>0\), do the angular integral as before:

\[
G=\frac{1}{2\pi^2r}\,I,\qquad I(t,r)=\int_0^\infty\frac{\sin kt\,\sin kr}{k^2}\,dk .
\]

Differentiate \(I\) and use \(\int_0^\infty\sin(ku)\,dk/k=\tfrac{\pi}{2}\,\mathrm{sgn}\,u\):

\[
\frac{\partial I}{\partial t}=\frac12\int_0^\infty\frac{\sin k(r+t)+\sin k(r-t)}{k}\,dk=\frac{\pi}{4}\left[1+\mathrm{sgn}(r-t)\right]=\frac{\pi}{2}\,\theta(r-t).
\]

Since \(I=0\) at \(t=0\), \(I=\tfrac{\pi}{2}\min(t,r)\). As \(G\) is odd in \(t\), for either sign of \(t\)

\[
G=\mathrm{sgn}(t)\,\frac{\min(|t|,r)}{4\pi r}.
\]

Now read off the two open regions, where \(D=0\).

**Inside the cone**, \(|t|>r\): \(G=\pm1/4\pi\) is constant, so \([A_i,A_j]=0\).

**Outside the cone**, \(|t|<r\): \(G=t/(4\pi r)\). From \(\partial_j(1/r)=-r_j/r^3\) follows \(\partial_i\partial_j(1/r)=(3n_in_j-\delta_{ij})/r^3\), and hence

\[
[A_i,A_j]=\frac{i\,t}{4\pi r^3}\left(\delta_{ij}-3n_in_j\right),\qquad |t|<r .
\]

The potential commutator thus fails to vanish at spacelike separation when \(t\neq0\), while it does vanish at timelike separation. The matrix \(\delta_{ij}-3n_in_j\) has eigenvalue \(-2\) along \(\mathbf n\) and \(1\) twice across it, so it is never the zero matrix. A single component can still vanish in special directions; the \(xx\) component does so when \(n_x^2=1/3\).

Two properties agree with what came before. At \(t=0\) the expression vanishes, as it must for potentials at equal times. Its trace is \(3-3=0\), which is why the contracted commutator of section 1 showed no sign of it.

**On the cone**, the slope of \(G\) jumps. For \(t>0\), with a prime for \(\partial/\partial r\),

\[
G'=-\frac{t}{4\pi r^2}\,\theta(r-t),\qquad G''=\frac{2t}{4\pi r^3}\,\theta(r-t)-\frac{1}{4\pi r}\,\delta(r-t),
\]

where \(t/r^2=1/r\) was used under the delta function. For a function of \(r\), \(\partial_i\partial_jG=n_in_jG''+(\delta_{ij}-n_in_j)G'/r\). Insert this in \(D_{ij}=\delta_{ij}D-\partial_i\partial_jG\):

\[
D_{ij}=-\frac{\delta_{ij}-n_in_j}{4\pi r}\,\delta(t-r)+\frac{t\,(\delta_{ij}-3n_in_j)}{4\pi r^3}\,\theta(r-t),\qquad t>0 .
\]

No delta function arises at \(\mathbf r=0\), because \(G\) is constant there. The first term is a shell that travels at light speed and is transverse to \(\mathbf n\). The second is a tail outside it, with the angular form of a static dipole field. Negative \(t\) follows from \(D_{ij}(-t)=-D_{ij}(t)\).

## 3. From A to E and B

All functions depend on differences of coordinates, so a derivative at the second point is minus the derivative with respect to \(t\) or \(\mathbf r\).

**Two electric fields.** The two signs in \(\mathbf E=-\partial_t\mathbf A\) multiply to \(+1\), and \(\partial_{t_1}\partial_{t_2}\to-\partial_t^2\):

\[
[E_i,E_j]=-i\,\partial_t^2D_{ij}=-i\,\delta_{ij}\,\partial_t^2D+i\,\partial_i\partial_j\,\partial_t^2G .
\]

Here \(\partial_t^2G=D\) turns the nonlocal function into the local one:

\[
[E_i,E_j]=i\left(\partial_i\partial_j-\delta_{ij}\,\partial_t^2\right)D .
\]

Outside the cone this is visible directly: the tail is linear in \(t\), and two time derivatives remove it.

**Two magnetic fields.** With \(B_i=\varepsilon_{ikl}\partial_kA_l\),

\[
[B_i,B_j]=-i\,\varepsilon_{ikl}\,\varepsilon_{jmn}\,\partial_k\partial_m\left(\delta_{ln}D-\partial_l\partial_nG\right).
\]

The \(G\) term contains \(\varepsilon_{ikl}\partial_k\partial_l=0\). In the other, \(\varepsilon_{ikl}\varepsilon_{jml}=\delta_{ij}\delta_{km}-\delta_{im}\delta_{kj}\), so

\[
[B_i,B_j]=-i\left(\delta_{ij}\nabla^2-\partial_i\partial_j\right)D=i\left(\partial_i\partial_j-\delta_{ij}\,\partial_t^2\right)D,
\]

where the last step uses the wave equation. The result equals \([E_i,E_j]\).

**One of each.** The minus sign of \(\mathbf E=-\partial_t\mathbf A\) and the minus sign of the gradient at the second point cancel:

\[
[E_i,B_j]=i\,\varepsilon_{jmn}\,\partial_t\partial_m\left(\delta_{in}D-\partial_i\partial_nG\right)=i\,\varepsilon_{jmi}\,\partial_t\partial_mD=i\,\varepsilon_{ijm}\,\partial_t\partial_mD .
\]

The \(G\) term vanished through \(\varepsilon_{jmn}\partial_m\partial_n=0\), and \(\varepsilon_{jmi}=\varepsilon_{ijm}\) is a cyclic permutation.

Each field commutator is a finite number of derivatives of \(D\). Differentiation cannot enlarge the region where a distribution is nonzero: if \(D\) vanishes throughout an open region, so do its derivatives there. Hence all commutators of \(\mathbf E\) and \(\mathbf B\) components vanish for \(|t|<r\) and for \(|t|>r\). The first means that field measurements at spacelike separation do not disturb each other. The second means that in empty space a disturbance passes and leaves nothing behind.

**Equal-time limit.** At \(t=0\), \(D=0\) and \(\partial_t^2D=\nabla^2D=0\), so \([E_i,E_j]=[B_i,B_j]=0\). With \(\partial_tD=-\delta^3(\mathbf r)\),

\[
[E_i,B_j]\big|_{t=0}=-i\,\varepsilon_{ijm}\,\partial_m\delta^3(\mathbf r).
\]

## 4. Where the tail is lost

Applying the derivatives one at a time shows which step restores locality. With one time derivative, outside the cone,

\[
[A_i,E_j]=i\,\partial_tD_{ij}=\frac{i}{4\pi r^3}\left(\delta_{ij}-3n_in_j\right),\qquad |t|<r,
\]

which is nonzero even at \(t=0\). With one curl,

\[
[B_i,A_j]=i\,\varepsilon_{ikl}\,\partial_k\left(\delta_{lj}D-\partial_l\partial_jG\right)=i\,\varepsilon_{ikj}\,\partial_kD ,
\]

which is already confined to the cone. A single curl suffices, whereas time derivatives remove the tail only when there are two of them, as in \([E_i,E_j]\).

The tail carries no signal, because \(\mathbf A\) in this gauge is not a local quantity. From \(\nabla\cdot\mathbf A=0\) we have \(\nabla\times\mathbf B=-\nabla^2\mathbf A\), and for fields that fall off at infinity

\[
\mathbf A(t,\mathbf r)=\int d^3r'\,\frac{\nabla'\times\mathbf B(t,\mathbf r')}{4\pi|\mathbf r-\mathbf r'|}.
\]

The potential at one point is built from the magnetic field throughout space at that instant. Some of that field lies on the light cone of the other operator, even when \(\mathbf r\) itself does not. This is so on both sides of the cone, so it permits a nonzero commutator without forcing one. The curl of \([B_i,A_j]=i\varepsilon_{ikj}\partial_kD\) is \(i(\partial_i\partial_j-\delta_{ij}\nabla^2)D\), and inverting \(-\nabla^2\) returns \(i(\delta_{ij}D-\partial_i\partial_jG)\) with \(\nabla^2G=D\). Since \(D\) is a spherical shell of radius \(|t|\), \(G\) is constant inside it and falls as \(1/r\) outside, which is why the tail appears only outside the cone.

The derivation used plane waves in all of space and the frequency \(\omega=k\). With a medium or charges the dynamics change, and the explicit form of \(D\) used here need not apply. With mirrors the mode functions change. For two points on the same side of an unbounded plane mirror that reflects perfectly at all frequencies, the field commutators keep their free form until a reflected signal can connect the points; the reflection then adds a term inside the cone. If the mirror stands between the points, it blocks the direct signal, and the free term on the cone is absent. A real mirror only approximates this: a finite one lets diffracted signals pass round its edge, and a metal transmits above its plasma frequency.

## 5. Fields averaged over a ball

Delta functions on the cone become finite numbers if the first field is averaged over a ball of radius \(a\), with a normalized weight \(w(s)=N(1-s^2/a^2)^{12}\) at distance \(s<a\) from its centre. From here on \(\mathbf r\) points to the centre of the ball.

Averaging multiplies each mode by the Fourier transform \(\hat w(k)\). Let \(g(u)\) be the integral of \(w\) over the plane at distance \(u\) from the centre. Its one-dimensional Fourier transform is also \(\hat w(k)\), so \(g(u)=\tfrac1\pi\int_0^\infty\hat w(k)\cos(ku)\,dk\). The calculation of section 1 then gives

\[
D_w=-\frac{1}{4\pi r}\left[g(r-t)-g(r+t)\right].
\]

With \(\rho\) the radius in the plane and \(q=1-(\rho^2+u^2)/a^2\), so that \(2\rho\,d\rho=-a^2dq\),

\[
g(u)=2\pi N\!\int\!\rho\,q^{12}\,d\rho=\pi Na^2\!\int_0^{1-u^2/a^2}\!q^{12}\,dq=\frac{\pi Na^2}{13}\left(1-\frac{u^2}{a^2}\right)^{13},\quad |u|<a,
\]

and \(g=0\) for \(|u|\ge a\). For \(r>a\) the averaged field commutators are therefore zero as soon as \(\big||t|-r\big|>a\), that is, once the whole ball is off the cone.

The averaged potential commutator behaves differently. If \(r-a>|t|\), the ball lies in the region of the tail. There each component of \(\partial_i\partial_j(1/r)\) is harmonic, because \(\nabla^2(1/r)=0\) away from the origin. The mean of a harmonic function \(f\) over a sphere of radius \(s\) changes with \(s\) at the rate \((4\pi s^2)^{-1}\int\nabla^2f\,d^3r=0\), so it equals the value at the centre. Averaging leaves the tail formula unchanged.

**Numbers.** Take \(a=1\) and \(\mathbf r=(1,2,2)\) in a length unit \(L\), so \(r=3\) and \(\mathbf n=(1,2,2)/3\). The table gives commutators divided by \(i\), computed by summing over modes with explicit polarization vectors. Potentials are in \(L^{-2}\), fields in \(L^{-4}\).

| \(t/L\) | \(A_xA_x\) | \(E_xE_x\) | \(E_xB_y\) |
|---|---|---|---|
| 1.0 | 0.001965 | \(3\times10^{-12}\) | \(-7\times10^{-13}\) |
| 1.9 | 0.003733 | \(-2\times10^{-11}\) | \(-1\times10^{-11}\) |
| 2.8 | −0.02439 | 0.0417 | 0.0393 |
| 3.0 | −0.04653 | −1.2785 | −0.9620 |
| 4.1 | \(-5\times10^{-15}\) | \(-2\times10^{-11}\) | \(-2\times10^{-11}\) |

Entries of order \(10^{-11}\) and below are numerical residue; the derived value is zero.

*Spacelike, \(t=1\).* The tail formula gives

\[
\frac{1}{4\pi\cdot27}\left(1-\frac39\right)=\frac{0.6667}{339.29}=0.001965 ,
\]

as in the table. At \(t=1.9\) it is 1.9 times as large, 0.003733.

*On the cone, \(t=3\).* The formula for \(D_w\), with \(N\) fixed by normalizing \(w\), gives \(D_w=-g(0)/(4\pi r)=-0.055498\,L^{-2}\). Here \(g'(0)=0\) and \(g''(0)=-26\,g(0)/a^2\), and \(g(r+t)=0\). With \(D_w=-g(r-t)/(4\pi r)\), the derivatives, in \(L^{-4}\) except \(\partial_rD_w\) in \(L^{-3}\), are

\[
\partial_t^2D_w=-26D_w=1.443,\qquad \partial_rD_w=-\frac{D_w}{r}=0.0185,
\]

\[
\partial_r^2D_w=-26D_w+\frac{2D_w}{r^2}=1.4306,\qquad \partial_r\partial_tD_w=26D_w=-1.443 .
\]

Therefore

\[
\partial_x^2D_w=\frac19(1.4306)+\frac89\cdot\frac{0.0185}{3}=0.1644,
\]

\[
\frac{[E_x,E_x]}{i}=0.1644-1.443=-1.279,\qquad \frac{[E_x,B_y]}{i}=n_z\,\partial_r\partial_tD_w=\frac23(-1.443)=-0.962 ,
\]

in agreement with the mode sum. For the potential, the shell contributes \(-0.049186\) and the tail \(+0.002654\), which add to the tabulated value.

*Near the cone, \(t=2.8\).* The field commutators are small although the ball still straddles the cone. Differentiating \(g\) twice gives

\[
g''(u)\propto\left(1-\frac{u^2}{a^2}\right)^{11}\left(\frac{25u^2}{a^2}-1\right),
\]

which vanishes at \(u=a/5=0.2\), precisely the offset \(r-t\) here. What remains are the terms in \(g'\) and \(g\), which carry additional powers of \(1/r\).

*Equal times.* Since \(\partial_tD_w=-w\) at \(t=0\), the averaged form of the equal-time limit is \([E_x,B_y]/i=-\partial_zw\). The value of \(D_w\) above gives \(g(0)=12\pi\times0.055498=2.092\) and \(N=13\,g(0)/\pi=8.658\). At \(\mathbf r=(0.1,0.2,0.2)\), where \(r^2=0.09\),

\[
-\partial_zw=24N\,(0.2)\,(0.91)^{11}=14.73\,L^{-4},
\]

and the mode sum gives 14.727. This fixes the sign of the mixed commutator as well as its size.

The numerical check also tests the two mixed commutators of section 4 off the cone. At \(t=1\), \([A_x,E_x]/i=0.001965\,L^{-3}\), while the largest component of \([B_i,A_j]/i\) is \(2\times10^{-13}\,L^{-3}\), zero to numerical accuracy.

## Table of computed values

```
Lengths and times in L; all commutators are divided by i
ball radius a = 1.0 L, weight exponent p = 12
separation vector = [1. 2. 2.] L, distance r = 3.0 L
Mode sums: AA in L^-2; EE, BB, EB in L^-4
t/L    AA_xx        AA_xy        EE_xx        EE_xy        EB_xy
1.0   1.9649e-03  -1.9649e-03   2.6202e-12  -6.1043e-13  -7.3304e-13
1.9   3.7333e-03  -3.7333e-03  -2.3906e-11   5.8301e-12  -1.4175e-11
2.8  -2.4394e-02   2.6314e-03   4.1712e-02  -4.1712e-02   3.9294e-02
3.0  -4.6531e-02   9.5325e-03  -1.2785e+00   3.1655e-01  -9.6197e-01
4.1  -4.6833e-15   1.0903e-15  -2.3404e-11   5.9899e-12  -1.5274e-11
5.0  -8.1938e-16  -1.8529e-16   2.7981e-12  -7.2869e-13  -7.0875e-13
Largest component (absolute value) of each mode-sum matrix
t/L    AA/L^-2      EE/L^-4      BB/L^-4      EB/L^-4
1.0   3.9298e-03   2.6202e-12   2.6203e-12   7.3304e-13
1.9   7.4665e-03   2.3906e-11   2.3906e-11   1.4201e-11
2.8   2.4394e-02   8.3424e-02   8.3424e-02   3.9294e-02
3.0   4.6531e-02   1.2785e+00   1.2785e+00   9.6197e-01
4.1   4.6833e-15   2.3404e-11   2.3404e-11   1.5274e-11
5.0   1.0994e-15   2.7981e-12   2.7980e-12   7.0884e-13
inflection of pulse at r - t = 0.200 L; d_t^2 D there 2.0e-15, at centre 1.4430 L^-4
Point formula for AA at t = 1 L, in L^-2:
  xx: formula 1.964876e-03, mode sum 1.964876e-03
  yy: formula -9.824379e-04, mode sum -9.824379e-04
  xy: formula -1.964876e-03, mode sum -1.964876e-03
  yz: formula -3.929752e-03, mode sum -3.929752e-03
[A_x,E_x]/i at t = 1 L: formula 1.964876e-03 L^-3, mode sum 1.964876e-03 L^-3
largest [B_i,A_j]/i at t = 1 L: 1.8e-13 L^-3
averaged D at t = 3 L: -0.055498 L^-2
derivatives of D at t = 3 L: EE_xx = -1.278521, EB_xy = -0.961974 L^-4
AA_xx at t = 3 L: shell -0.049186, tail 0.002654, sum -0.046531 L^-2
Equal times, separation [0.1 0.2 0.2] L:
  EB_xy: formula 14.72659, mode sum 14.72659 L^-4
worst error, field commutators: 2.4e-11 L^-4
worst error, AA commutator: 4.7e-15 L^-2
```
